# Peak temperature of an end-cooled Wiedemann-Franz filament

## Problem

A thin conducting filament of length $\ell$ joins two large contacts, both held at the ambient temperature $T_0=300$ K. A steady voltage of 0.4 V is applied. The Joule heat leaves through the two ends, and the electrons carry all of it. Find the highest temperature in the filament, and find out whether it depends on the filament's length, cross-section or conductivity.

The algebra uses atomic units, $e=\hbar=1$. Temperature appears as the energy $\theta=k_BT$, and $V$ is the applied voltage times the elementary charge, so here $V=0.400$ eV and $\theta_0=k_BT_0=0.025852$ eV.

The model rests on these assumptions:

- Transport is diffusive, so the electron mean free path is short compared with the filament.
- Each cross-section has one temperature and one electrochemical potential.
- The contacts add no electrical or thermal resistance.
- The filament does not melt or change shape.

The electrical conductivity $\sigma$ may depend on temperature, and the cross-sectional area $A$ may vary gently with position $x$. The heat conductivity $\kappa$, defined so that it multiplies $d\theta/dx$, obeys the Wiedemann-Franz law

$$\kappa=C\sigma\theta,\qquad C=\frac{\pi^2}{3}.$$

## First estimate by scaling

Take a uniform filament. The current is roughly $I\sim\sigma AV/\ell$, and half of the power $IV$ must flow out through each end. The heat travels a distance of about $\ell/2$ and the temperature falls by about $\theta_m$, the peak value, if the ambient is neglected. With $\kappa$ taken at the peak, the balance for one end is

$$\frac{IV}{2}\sim C\sigma\theta_m A\,\frac{\theta_m}{\ell/2}.$$

Inserting the current gives

$$\frac{\sigma AV^2}{2\ell}\sim\frac{2C\sigma A\,\theta_m^2}{\ell}.$$

The factor $\sigma A/\ell$ cancels, because the conductance that sets the heating also sets the cooling. What remains is

$$\theta_m^2\sim\frac{V^2}{4C}=\frac{3V^2}{4\pi^2},\qquad \theta_m\sim\frac{\sqrt3\,V}{2\pi}=0.110\ \text{eV}.$$

The scaling $\theta_m\propto V$ follows from the balance. The numerical factor cannot yet be trusted, since both the gradient and the conductivity were chosen crudely.

## Exact solution of the model

**The factor $C$.** Let $\mu(x)$ be the local electrochemical potential and $f=1/(e^{(E-\mu)/\theta}+1)$ the occupation at total energy $E$. In diffusive transport each energy carries a particle current density $-\sigma\,\partial f/\partial x$ per unit energy. Assume that $\sigma$ is the same for all energies within several $\theta$ of $\mu$. The heat current density weights each electron by $E-\mu$:

$$j_Q=-\sigma\int (E-\mu)\frac{\partial f}{\partial x}\,dE .$$

A gradient of $\mu$ contributes nothing here, because $\partial f/\partial\mu$ is even about $E=\mu$ and the weight is odd. By the same parity, a gradient of $\theta$ drives no particle current, so thermoelectric terms vanish. For the temperature gradient,

$$\frac{\partial f}{\partial\theta}=\frac{E-\mu}{\theta}\left(-\frac{\partial f}{\partial E}\right).$$

With $z=(E-\mu)/\theta$ this gives $j_Q=-\sigma\theta\,C\,d\theta/dx$, where

$$C=\int_{-\infty}^{\infty}\frac{z^2e^z}{(e^z+1)^2}\,dz .$$

The integrand is even. For $z>0$ the fraction without $z^2$ expands as $\sum_{n\ge1}(-1)^{n+1}n\,e^{-nz}$. Stopping after $N$ terms leaves an error of at most $(N+1)e^{-(N+1)z}+Ne^{-(N+2)z}$. Its integral with weight $z^2$ falls as $1/N^2$, so the series may be integrated term by term. Since $\int_0^\infty z^2e^{-nz}dz=2/n^3$,

$$C=2\sum_{n\ge1}(-1)^{n+1}\frac{2}{n^2}=4\left(1-\frac12\right)\frac{\pi^2}{6}=\frac{\pi^2}{3}.$$

The bracket arises because reversing the sign of the even terms subtracts twice their sum, and the even terms make up one quarter of $\sum 1/n^2=\pi^2/6$.

**Charge.** Let electrons enter at the left, and let $u(x)=\mu(0)-\mu(x)$ be the fall of the electrochemical potential between the left end and $x$. Then $u$ runs from 0 to $V$. The particle current $I>0$ is the same at every $x$, and

$$\frac{du}{dx}=\frac{I}{\sigma A}.$$

**Heat.** Let $Q=-\kappa A\,d\theta/dx$ be the heat flow to the right. The total energy flow is $Q+\mu I$. In the steady state, with no loss through the sides, it does not vary with $x$. Therefore

$$\frac{dQ}{dx}=-I\frac{d\mu}{dx}=I\frac{du}{dx},$$

which is the Joule heat per unit length.

**Change of coordinate.** Since $du/dx>0$, $u$ labels each point of the filament once and can replace $x$. The heat equation becomes $dQ/du=I$, and the heat flow becomes

$$Q=-C\sigma\theta A\,\frac{du}{dx}\frac{d\theta}{du}=-IC\theta\frac{d\theta}{du}.$$

Both $\sigma$ and $A$ have dropped out, whatever their dependence on temperature and position. Integrating $dQ/du=I$ once gives $Q=I(u-c)$ with a constant $c$, hence

$$C\theta\frac{d\theta}{du}=c-u .$$

Integrating from the left end, where $\theta=\theta_0$, gives

$$\frac C2\left(\theta^2-\theta_0^2\right)=cu-\frac{u^2}{2}.$$

At the right end $u=V$ and again $\theta=\theta_0$, so $cV=V^2/2$ and $c=V/2$. Multiplying by $2/C=6/\pi^2$ yields

$$\theta^2=\theta_0^2+\frac{3}{\pi^2}\,u(V-u).$$

The product $u(V-u)$ is largest at $u=V/2$, where it equals $V^2/4$. The peak is therefore

$$\boxed{\theta_m^2=\theta_0^2+\frac{3V^2}{4\pi^2}}$$

**Numbers.** The voltage term is $3(0.400)^2/(4\pi^2)=0.012159$ eV², and $\theta_0^2=0.000668$ eV². Their sum is 0.012827 eV², so

$$\theta_m=0.1133\ \text{eV},\qquad T_m=\theta_m/k_B\approx1314\ \text{K}.$$

Within the model, this value depends on neither length, cross-section nor conductivity. It lies above the melting points of aluminium and silver, so at this voltage the assumption of no melting excludes such metals. As a function of $u$, the temperature rises quickly near the contacts. At $u=V/4$ the voltage term has reached three quarters of its peak value, and $\theta=0.0989$ eV is already 87% of $\theta_m$.

## Comparison of the two

The estimate, 0.1103 eV, lies 2.6% below the exact model value. It is the limit of the boxed formula for $\theta_0\to0$, including the numerical factor. For constant $\sigma$, that agreement comes from two errors that cancel. The estimate let the full end flow $IV/2$ act all the way to the peak, whereas $Q=I(u-V/2)$ falls linearly to zero there, so its average over $u$ is half as large. The estimate also used the peak heat conductivity throughout, whereas $\int_0^{\theta_m}\theta\,d\theta=\theta_m^2/2$ brings in half of it. The remaining difference is the neglected ambient term. For a metallic $\sigma\propto1/\theta$ the cancellation runs differently. There $\kappa$ is constant, so its peak value is no error. For $\theta_0\to0$ the current taken with the peak $\sigma$ is too small by a factor $\pi/2$, while the heat flow averaged along the filament is $2/\pi$ of the end flow.

At low voltage the estimate fails. Writing $\theta_m^2-\theta_0^2=(\theta_m-\theta_0)(\theta_m+\theta_0)$ and setting the last factor to $2\theta_0$ gives

$$\theta_m-\theta_0\approx\frac{3V^2}{8\pi^2\theta_0}.$$

The temperature rise is then quadratic in $V$, not linear. The two terms of the boxed formula are equal at $V=2\pi\theta_0/\sqrt3$, which separates the two regimes.

For switching, the formula can be read backwards. If the filament changes state when its hottest point reaches $\theta_c$, the model gives the required voltage $V_c=(2\pi/\sqrt3)\sqrt{\theta_c^2-\theta_0^2}$, again without any geometrical factor. This applies when electrons and lattice share one temperature and the electrons carry all the heat to the contacts. Heat lost through the sides or carried by the lattice raises the required voltage. Side loss makes it depend on the filament's length, and lattice conduction makes it depend on $\sigma$. A thermal resistance at the ends, such as thin electrodes that heat up, acts the other way. It lowers the required voltage and makes it depend on both length and conductivity. In a real device these effects compete, so $V_c$ is neither an upper nor a lower bound.

## What does depend on the filament

**Current.** Let the filament be uniform with a metallic conductivity $\sigma=\sigma_0\theta_0/\theta$. Integrating $I\,dx=\sigma A\,du$ over the length gives $I\ell=\sigma_0A\theta_0\int_0^V du/\theta$. The cold filament would carry $I_{\rm cold}=\sigma_0AV/\ell$. With $v=u-V/2$ the profile reads $\theta^2=\theta_m^2-3v^2/\pi^2$, so

$$\frac{I}{I_{\rm cold}}=\frac{\theta_0}{V}\int_{-V/2}^{V/2}\frac{dv}{\sqrt{\theta_m^2-3v^2/\pi^2}}=\frac{2\pi\theta_0}{\sqrt3\,V}\arcsin\frac{\sqrt3\,V}{2\pi\theta_m}.$$

The result is 0.314. Heating cuts the current to less than a third of its cold value, while the peak temperature is the same as for constant $\sigma$.

**Position of the peak.** The condition $u=V/2$ places the peak where half of the hot filament's resistance lies on each side. In a uniform filament this is the middle. Now take $\ell=200$ angstrom, the same metallic conductivity, and a constriction

$$\frac{A(x)}{A_0}=1-0.7\exp\left[-\left(\frac{x/\ell-0.3}{0.1}\right)^2\right],$$

whose narrowest point, at 60 angstrom, has 0.30 of the full area $A_0$. Solving the charge and heat equations directly in $x$ puts the peak at 76 angstrom, between the constriction and the middle. Its height is unchanged, and its relative position, $0.38\,\ell$, is the same for any length within the model. The example assumes a mean free path well below 200 angstrom. In clean copper at room temperature it is several hundred angstrom, so the diffusive model would need a longer filament there. A single temperature in each cross-section also requires that electrons exchange energy, with each other or with the lattice, over distances short compared with $\ell$, and $\sigma\propto1/\theta$ presumes scattering by a lattice at the electron temperature. In metals these relaxation lengths can be comparable to 200 angstrom, so that length serves here only to set the scale. Each contact still receives half of the power, since $Q=-IV/2$ at $u=0$ and $Q=+IV/2$ at $u=V$.

## When the result fails

**Heat carried by the lattice.** Suppose electrons and lattice share one temperature, $\sigma=\sigma_0$ is constant, and the lattice adds a constant heat conductivity $rC\sigma_0\theta_0$, which is $r$ times the cold electronic one. In the equation for $d\theta/du$, $\theta$ is replaced by $\theta+r\theta_0$. The same integration, with $c=V/2$ as before, gives at the peak

$$\frac C2\left(\theta_m^2-\theta_0^2\right)+Cr\theta_0(\theta_m-\theta_0)=\frac{V^2}{8}.$$

Multiply by $2/C$ and add $\theta_0^2+2r\theta_0^2+r^2\theta_0^2$ to both sides. The left side becomes $(\theta_m+r\theta_0)^2$, so

$$\theta_m=-r\theta_0+\sqrt{(1+r)^2\theta_0^2+\frac{3V^2}{4\pi^2}}.$$

For $r=1$ this is $0.1218-0.0259=0.0959$ eV, or about 1113 K. A lattice contribution equal to the cold electronic one thus lowers the peak by about 200 K. The shared temperature requires a filament much longer than the distance over which electrons hand their energy to the lattice. In a shorter one the electrons stay closer to the boxed value and the lattice stays much cooler.

**Heat lost through the sides.** Let a uniform filament of constant $\sigma$ lose heat $G(\theta-\theta_0)$ per unit length to its surroundings. Compared with conduction along the cold filament, the strength of this loss is

$$g=\frac{G\ell^2}{C\sigma_0\theta_0A}.$$

It grows as the square of the length, so the peak is no longer independent of $\ell$. The numerical solution for $g=10$ gives a peak of 0.0944 eV. Doubling the length at the same voltage raises $g$ to 40 and lowers the peak to 0.0637 eV. A filament embedded in a heat-conducting insulator can therefore stay well below the boxed value, which requires side loss to be weak.

The numerical output below lists the values for all these cases.

## Table of computed values

```
Applied voltage times charge V: 0.400 eV
Ambient temperature: 300.0 K
Ambient thermal energy theta_0: 0.025852 eV
Lorenz factor from Fermi functions: 3.289868 (no unit)
Lorenz factor pi^2/3: 3.289868 (no unit)
theta_0 squared: 0.00066833 eV^2
Voltage term 3V^2/(4 pi^2): 0.01215854 eV^2
Peak theta_m, formula: 0.113256 eV
Peak temperature, formula: 1314.3 K
theta at u = V/4, formula: 0.098930 eV
Peak theta for zero ambient temperature: 0.110266 eV
Filament length: 200.0 angstrom
[uniform, constant sigma] solved peak theta: 0.113256 eV
[uniform, constant sigma] peak position: 100.00 angstrom
[uniform, constant sigma] u at peak: 0.20000 eV
[uniform, constant sigma] current / cold uniform current: 1.00000 (no unit)
[uniform, constant sigma] share of heat to left end: 0.50000 (no unit)
[uniform, metallic sigma] solved peak theta: 0.113256 eV
[uniform, metallic sigma] peak position: 100.00 angstrom
[uniform, metallic sigma] u at peak: 0.20000 eV
[uniform, metallic sigma] current / cold uniform current: 0.31428 (no unit)
[uniform, metallic sigma] share of heat to left end: 0.50000 (no unit)
[constricted, metallic sigma] solved peak theta: 0.113256 eV
[constricted, metallic sigma] peak position: 76.07 angstrom
[constricted, metallic sigma] u at peak: 0.20000 eV
[constricted, metallic sigma] current / cold uniform current: 0.24553 (no unit)
[constricted, metallic sigma] share of heat to left end: 0.50000 (no unit)
Current ratio, uniform metallic, formula: 0.31428 (no unit)
Constriction centre: 60.0 angstrom
Smallest area / full area: 0.30 (no unit)
Lattice / cold electronic heat conductivity r: 1.0 (no unit)
Peak theta with lattice conduction, formula: 0.095934 eV
Peak theta with lattice conduction, solved: 0.095934 eV
Peak temperature with lattice conduction: 1113.3 K
Side-loss strength, given length: 10.0 (no unit)
Peak theta with side loss, given length: 0.094380 eV
Side-loss strength, doubled length: 40.0 (no unit)
Peak theta with side loss, doubled length: 0.063701 eV
```
